# The quasiparticle equation and the norm of a Dyson orbital

## 1. What has to be decided

A GW calculation produces a self-energy $\Sigma(\omega)$, a matrix that depends on frequency. To extract a level from it, one must decide at which frequency to evaluate it, whether one corrected step from the mean-field energy suffices, and, if several solutions appear, which of them carries most of the electron-removal weight. The first is settled by the quasiparticle equation derived below; the other two involve the factor

$$Z=\frac{1}{1-\langle\varphi|\Sigma'(\varepsilon)|\varphi\rangle},\qquad \Sigma'=\frac{d\Sigma}{d\omega}. \tag{1}$$

At a discrete pole of the true Green's function where $\Sigma$ is analytic, $Z$ is the squared norm of an overlap between many-electron states. The derivation below fixes which orbital $\varphi$ and which frequency $\varepsilon$ belong in (1).

## 2. Green's function and Dyson orbitals

Take a finite orthonormal set of spin orbitals with annihilation operators $c_p$, and set $\hbar=1$. Let $|N\rangle$ be the normalized, non-degenerate ground state of $N$ electrons, with energy $E_N$. The Dyson orbitals and their energies are

$$\begin{aligned}
\text{removal:}\quad & f_s(p)=\langle N{-}1,s|c_p|N\rangle, & \varepsilon_s&=E_N-E_{N-1,s},\\
\text{addition:}\quad & f_s(p)=\langle N|c_p|N{+}1,s\rangle, & \varepsilon_s&=E_{N+1,s}-E_N.
\end{aligned}\tag{2}$$

A removal energy is thus minus an ionization energy. These orbitals are not normalized; their norms are what we seek.

The time-ordered Green's function is $G_{pq}(t)=-i\langle N|T\,c_p(t)c_q^\dagger(0)|N\rangle$, with $c_p(t)=e^{iHt}c_pe^{-iHt}$. For $t>0$, inserting the $(N{+}1)$-electron states gives

$$G_{pq}(t)=-i\sum_{s\in\text{add}}f_s(p)f_s^*(q)\,e^{-i\varepsilon_st}.$$

For $t<0$, exchanging the two fermion operators changes the sign, and the $(N{-}1)$-electron states give

$$G_{pq}(t)=+i\sum_{s\in\text{rem}}f_s(p)f_s^*(q)\,e^{-i\varepsilon_st}.$$

We multiply by $e^{i\omega t}$ and integrate, with a convergence factor $e^{-\eta|t|}$, $\eta\to0^+$. The two time integrals are

$$-i\int_0^\infty\! e^{i(\omega-\varepsilon_s+i\eta)t}dt=\frac{1}{\omega-\varepsilon_s+i\eta},\qquad
i\int_{-\infty}^0\! e^{i(\omega-\varepsilon_s-i\eta)t}dt=\frac{1}{\omega-\varepsilon_s-i\eta}.$$

The infinitesimals say on which side of the real axis each pole is passed. They do not affect residues, so we continue to complex $z$ and use one function for both kinds of pole:

$$G(z)=\sum_s\frac{f_sf_s^\dagger}{z-\varepsilon_s}. \tag{3}$$

The anticommutator gives a completeness relation,

$$\sum_s f_s(p)f_s^*(q)=\langle N|c_pc_q^\dagger+c_q^\dagger c_p|N\rangle=\delta_{pq}. \tag{4}$$

It ensures that $G(z)$ can be inverted for non-real $z$. Suppose $G(z)v=0$. The imaginary part of $v^\dagger G(z)v=0$ is

$$-\operatorname{Im}z\,\sum_s\frac{|f_s^\dagger v|^2}{|z-\varepsilon_s|^2}=0,$$

so every $f_s^\dagger v$ vanishes, and (4) gives $v=\sum_sf_s(f_s^\dagger v)=0$.

## 3. From the Dyson equation to the quasiparticle equation

Let $h_0$ contain the kinetic energy, the external potential and the Hartree potential of the true density. With $G_0(z)=(z-h_0)^{-1}$, the Dyson equation is $G=G_0+G_0\Sigma G$. Multiplying by $G_0^{-1}$ from the left and $G^{-1}$ from the right gives $G_0^{-1}=G^{-1}+\Sigma$, or

$$D(z)G(z)=1,\qquad D(z)=z-h_0-\Sigma(z). \tag{5}$$

Since $G^{-1}$ exists, (5) defines $\Sigma$. From (3), $G(z^*)=G(z)^\dagger$, hence $\Sigma(z^*)=\Sigma(z)^\dagger$. At a real frequency where $\Sigma$ is analytic, both $\Sigma$ and $\Sigma'$ are therefore Hermitian.

Consider one real pole $\varepsilon$ of $G$, first with a single Dyson orbital $f\neq0$. Assume that $\Sigma$ is analytic at $\varepsilon$. Then

$$\begin{aligned}
D(z)&=D_0+D_1(z-\varepsilon)+\dots, & D_0&=\varepsilon-h_0-\Sigma(\varepsilon),\quad D_1=1-\Sigma'(\varepsilon),\\
G(z)&=\frac{ff^\dagger}{z-\varepsilon}+G_r+\dots,
\end{aligned}\tag{6}$$

where $G_r$ is the constant term of $G$. In the product $DG=1$ the coefficients of $(z-\varepsilon)^{-1}$ and $(z-\varepsilon)^0$ are

$$D_0ff^\dagger=0, \tag{7}$$

$$D_0G_r+D_1ff^\dagger=1. \tag{8}$$

Apply (7) to $f$. This gives $\|f\|^2D_0f=0$, and since $f\neq0$,

$$[h_0+\Sigma(\varepsilon)]f=\varepsilon f. \tag{9}$$

This is the quasiparticle equation. In real space, with $x$ denoting position and spin and in atomic units, it reads

$$\Big[-\tfrac12\nabla^2+v_{\rm ext}(x)+v_H(x)\Big]f(x)+\int dx'\,\Sigma(x,x';\varepsilon)f(x')=\varepsilon f(x),$$

whose counterpart in the finite orbital set is (9), with the self-energy defined by (5) within that set. It resembles a mean-field equation, but the operator depends on the eigenvalue sought. Orbitals at different poles are eigenvectors of different matrices and need not be orthogonal. Equation (9) is also homogeneous, so it leaves the norm of $f$ open.

## 4. The norm

The norm follows from (8). Because $D_0$ is Hermitian, (9) also gives $f^\dagger D_0=(D_0f)^\dagger=0$. Multiplying (8) by $f^\dagger$ from the left removes the unknown $G_r$:

$$(f^\dagger D_1f)\,f^\dagger=f^\dagger .$$

Multiplying by $f$ from the right and dividing by $\|f\|^2$ leaves

$$f^\dagger[1-\Sigma'(\varepsilon)]f=1. \tag{10}$$

Now write $f=\|f\|\varphi$ with $\langle\varphi|\varphi\rangle=1$. Then $\|f\|^2\big(1-\langle\varphi|\Sigma'(\varepsilon)|\varphi\rangle\big)=1$, so

$$\boxed{\;\|f\|^2=\frac{1}{1-\langle\varphi|\Sigma'(\varepsilon)|\varphi\rangle}=Z\;} \tag{11}$$

The expectation value is taken in the normalized Dyson orbital, at the pole, with the full matrix $\Sigma'$. The unnormalized orbital would give $f^\dagger\Sigma'f=\|f\|^2-1$ instead, which is a different number when $Z\ne1$. A frequency-independent change of $\Sigma$, such as moving the Hartree potential into it, leaves $\Sigma'$ unchanged.

The weight has a direct meaning. For a removal state,

$$\|f_s\|^2=\sum_p|\langle N{-}1,s|c_p|N\rangle|^2,\qquad
\sum_{s\in\text{rem}}\|f_s\|^2=\sum_p\langle N|c_p^\dagger c_p|N\rangle=N. \tag{12}$$

The removal poles share a total weight equal to the electron number. If $\Sigma$ does not depend on frequency, each pole with a single Dyson orbital has $Z=1$.

**Degenerate levels.** If several linearly independent Dyson orbitals belong to $\varepsilon$, collect them as the columns of a matrix $F_\varepsilon$. The residue is $F_\varepsilon F_\varepsilon^\dagger$. Equation (7) becomes $D_0F_\varepsilon F_\varepsilon^\dagger=0$. Multiplication by $F_\varepsilon$ from the right and division by the invertible matrix $F_\varepsilon^\dagger F_\varepsilon$ gives $D_0F_\varepsilon=0$. The same operations on (8), after multiplication by $F_\varepsilon^\dagger$ from the left, give

$$F_\varepsilon^\dagger[1-\Sigma'(\varepsilon)]F_\varepsilon=1. \tag{13}$$

The diagonal elements repeat (10), so (11) holds for each orbital of the level.

## 5. Why the weight lies between zero and one

Let $F$ be the matrix whose columns are all the $f_s$, and let $E$ be the diagonal matrix of the $\varepsilon_s$. Equation (4) says $FF^\dagger=1$: the rows of $F$ are orthonormal. Add further orthonormal rows $Q$ to obtain a square unitary matrix $U$, and form

$$U=\begin{pmatrix}F\\Q\end{pmatrix},\qquad
UEU^\dagger=\begin{pmatrix}A&B\\B^\dagger&K\end{pmatrix},\qquad A=FEF^\dagger,\; B=FEQ^\dagger,\; K=QEQ^\dagger .$$

The upper left block of $(z-UEU^\dagger)^{-1}=U(z-E)^{-1}U^\dagger$ is $F(z-E)^{-1}F^\dagger=G(z)$. To find its inverse, solve

$$(z-A)x-By=v,\qquad -B^\dagger x+(z-K)y=0 .$$

The second equation gives $y=(z-K)^{-1}B^\dagger x$. Inserting it in the first gives $[z-A-B(z-K)^{-1}B^\dagger]x=v$, and the bracket is $G^{-1}(z)$. Let $u_k$ be the orthonormal eigenvectors of $K$, with eigenvalues $\kappa_k$, and set $m_k=Bu_k$. Comparison with (5) yields

$$\Sigma(z)=A-h_0+\sum_k\frac{m_km_k^\dagger}{z-\kappa_k}. \tag{14}$$

Differentiation at a real frequency away from the poles $\kappa_k$ with $m_k\neq0$ gives

$$-\langle\varphi|\Sigma'(\omega)|\varphi\rangle=\sum_k\frac{|m_k^\dagger\varphi|^2}{(\omega-\kappa_k)^2}\ge0, \tag{15}$$

and (11) then gives $0<Z\le1$. The value $Z=1$ requires that $\varphi$ couple to none of the self-energy poles.

The construction also shows where the missing weight is. Each column of $U$ is a normalized vector whose upper part is $f_s$. Its squared norm $Z_s$ is the share in the one-electron space, and $1-Z_s$ is the share in the auxiliary space that makes $\Sigma$ depend on frequency.

A graphical form of (11) is useful when (9) is solved numerically. Let $\lambda(\omega)$ be an eigenvalue of $h_0+\Sigma(\omega)$ with normalized eigenvector $u(\omega)$, on the branch with $\lambda(\varepsilon)=\varepsilon$. This eigenvalue is non-degenerate at $\varepsilon$: if $D_0v=0$, then multiplying (8) by $v^\dagger$ gives $v^\dagger=(v^\dagger D_1f)f^\dagger$, so $v$ is proportional to $f$. Differentiating $\lambda=\langle u|h_0+\Sigma|u\rangle$ gives

$$\lambda'=\langle u|\Sigma'|u\rangle+\lambda\,\frac{d}{d\omega}\langle u|u\rangle=\langle u|\Sigma'|u\rangle,\qquad Z=\frac{1}{1-\lambda'(\varepsilon)}. \tag{16}$$

A solution where the branch is nearly flat has weight near one. A solution where it falls steeply is a satellite of small weight.

## 6. Approximate self-energies and the limits of the result

An approximate $\Sigma$, such as that of GW, defines an approximate $G=D^{-1}$ whose residues are not known in advance to be of the form $ff^\dagger$. Suppose that $\Sigma$ is analytic at a real $\varepsilon$ and Hermitian on the real axis near it, that $D_0\varphi=0$ has one normalized solution, and that $G$ has a simple pole there with residue $R$. The leading orders of $DG=1$ and $GD=1$ give $D_0R=0$ and $RD_0=0$. Hence every column of $R$ is proportional to $\varphi$ and every row to $\varphi^\dagger$, so $R=c\,\varphi\varphi^\dagger$. The next order is $D_0G_r+c\,D_1\varphi\varphi^\dagger=1$. Taking its expectation value in $\varphi$ gives

$$c\,\langle\varphi|1-\Sigma'(\varepsilon)|\varphi\rangle=1,\qquad R=Z\varphi\varphi^\dagger. \tag{17}$$

The formula for the weight survives, but its reading as an overlap of true states does not. The bounds $0<Z\le1$ hold exactly when $\langle\varphi|\Sigma'(\varepsilon)|\varphi\rangle\le0$, which a given approximation may or may not satisfy.

A single level at 0 with $\Sigma(\omega)=\pm g^2/(\omega-\kappa)$, $\kappa=2$ eV and $g=0.5$ eV shows the difference. The poles solve $\omega(\omega-\kappa)=\pm g^2$, so in eV they are $\omega=1\pm'\sqrt{1\pm0.25}$, where $\pm'$ is an independent sign. With the upper sign of $\Sigma$ the lower pole is at $-0.118$ eV, and

$$Z=\frac{1}{1+0.25/(2.118)^2}=0.947 .$$

The other pole, at $2.118$ eV, has weight $0.053$. With the lower sign of $\Sigma$ the poles are at $0.134$ and $1.866$ eV, and the derivative is positive. The first weight becomes $1/[1-0.25/(1.866)^2]=1.077$ and the second is $-0.077$. Both pairs add up to one, because $G\to1/\omega$ at large $\omega$. A negative weight cannot be a squared norm.

Two other conditions matter. If $\Sigma$ itself has a pole at $\varepsilon$, expansion (6) is not available. If the quasiparticle is broadened, its pole is complex and $D_0$ is in general not Hermitian there. With several orbitals the step $f^\dagger D_0=0$ can then fail, and (11) is not established by this argument.

## 7. The one-shot formula

In practice one often keeps a mean-field orbital $\phi_p$ with energy $\varepsilon_0$. Neglecting the off-diagonal elements of $h_0+\Sigma$ in the mean-field basis turns (9) into a scalar equation,

$$\omega=S(\omega),\qquad S(\omega)=\langle\phi_p|h_0+\Sigma(\omega)|\phi_p\rangle. \tag{18}$$

One Newton step for the zero of $\omega-S(\omega)$, started at $\varepsilon_0$, gives

$$\varepsilon_1=\varepsilon_0-\frac{\varepsilon_0-S(\varepsilon_0)}{1-S'(\varepsilon_0)}
=\varepsilon_0+Z_0\,[S(\varepsilon_0)-\varepsilon_0],\qquad Z_0=\frac{1}{1-S'(\varepsilon_0)}. \tag{19}$$

If $h_0$ contains the Hartree potential of the mean-field density, as in a one-shot GW calculation, then $(h_0+v_{xc})\phi_p=\varepsilon_0\phi_p$. The bracket becomes $\langle\phi_p|\Sigma(\varepsilon_0)-v_{xc}|\phi_p\rangle$, where $v_{xc}$ is the mean-field exchange-correlation operator.

Here $Z_0$ appears because the self-energy changes while the level moves. It differs from the $Z$ of (11) in both orbital and frequency. Let $\varepsilon_d$ be the solution of (18) and $\delta=\varepsilon_d-\varepsilon_0$. If $S$ is analytic between the two energies, Taylor's theorem gives $S(\varepsilon_d)=S(\varepsilon_0)+S'(\varepsilon_0)\delta+\tfrac12S''(\xi)\delta^2$ with $\xi$ between them. Setting this equal to $\varepsilon_0+\delta$ and solving for the linear term yields

$$\varepsilon_1-\varepsilon_d=-\tfrac12Z_0S''(\xi)\,\delta^2. \tag{20}$$

Linearization is thus safe for a small shift far from self-energy poles. Equation (20) says nothing about the neglected off-diagonal elements.

## 8. Lithium hydride within six orbitals

For LiH at a chosen distance of 1.6 Å, the STO-3G basis gives six spatial orbitals. The Hamiltonian matrices for two up and two down electrons, and for one up electron fewer or more, were diagonalized in full (full configuration interaction). Overlaps (2) gave the up-spin Dyson orbitals, (3) gave $G$, and matrix inversion gave $\Sigma$. Its derivative came from Cauchy's formula, with 24 points on a small circle around $\varepsilon$ that encloses no self-energy pole. Correlation is complete within this basis, but the basis is small, so the energies are not predictions for the real molecule.

The table lists three removal poles: the outer valence pole, the main core pole, and the strongest non-degenerate satellite. The last column, $d$, is the distance to the nearest pole of the matrix $\Sigma$, whether or not that pole couples to the orbital. For the satellite it does not: the pole at distance $0.0132$ lies in the $\pi$ block and has $m_k^\dagger\varphi=0$. The nearest pole that does couple lies $0.0427$ hartree above the satellite, with $|m_k^\dagger\varphi|^2\approx0.025$ hartree², and by (15) it supplies nearly all of the derivative. Energies are in hartree and derivatives are dimensionless.

| Pole | $\varepsilon$ | $\Vert f\Vert^2$ | $\langle\Sigma'\rangle$ | $d$ |
|---|---|---|---|---|
| valence | −0.2682 | 0.9000 | −0.1111 | 0.399 |
| core | −2.3388 | 0.9875 | −0.0127 | 0.126 |
| satellite | −0.7102 | 0.0649 | −14.42 | 0.0132 |

The energies correspond to −7.30, −63.64 and −19.33 eV. The norms in the third column come from the overlaps. Formula (11) gives, from the fourth column,

$$\frac{1}{1.1111}=0.9000,\qquad \frac{1}{1.0127}=0.9875,\qquad \frac{1}{15.42}=0.0649 .$$

By (12) the up-spin removal weights add up to 2. These three poles hold $1.952$, and the remaining $0.048$ belongs to other removal poles.

The core pole lies closer to a self-energy pole than the valence pole does, yet has the larger weight. Distance alone does not determine $Z$; by (15) the couplings matter too. For the core orbital, the nearest self-energy pole can contribute at most the whole derivative, so $|m_k^\dagger\varphi|^2\le0.0127\times0.126^2\approx2.0\times10^{-4}$ hartree². For the valence orbital every self-energy pole is at least $0.399$ hartree away, so the summed squared coupling is at least $0.1111\times0.399^2\approx0.018$ hartree².

The one-shot formula can be tried with this same $\Sigma$, which separates its errors from those of an approximate self-energy. The highest occupied Hartree–Fock orbital has $\varepsilon_0=-0.28527$, $S(\varepsilon_0)=-0.26384$ and $Z_0=0.8833$, so in hartree

$$\varepsilon_1=-0.28527+0.8833\times0.02143=-0.26634 .$$

Repeated Newton steps converge to $\varepsilon_d=-0.26627$. The linearization error relative to $\varepsilon_d$ is therefore about $-0.00007$ hartree. The diagonal solution itself lies $0.0019$ hartree above the true pole of this model, $-0.26817$, because the off-diagonal elements were dropped. Here, improving the frequency solution alone cannot remove the larger error. Omitting $Z_0$, that is, taking $S(\varepsilon_0)$ as the level, would leave an error of $0.0043$ hartree relative to the true pole.

The weight is affected as well. The Hartree–Fock orbital gives $0.883$ at $\varepsilon_0$ and $0.890$ at $\varepsilon_d$, while the squared norm of the Dyson orbital is $0.900$. For this valence level the approximate factors identify a main quasiparticle correctly, but the overlap norm itself requires the orbital and the frequency that solve (9).
